# Momentum, Longitudinal and Transverse Masses in a Nonparabolic Band

## A band with constant speed

Consider a band whose energy is proportional to the magnitude of the wave vector, $E=ck$ with $c>0$, at some $k>0$. Atomic units are used in the algebra, so $\hbar=m_e=1$ and crystal momentum equals wave number. Every electron has the speed $dE/dk=c$. The ratio of momentum to speed is $k/c$, which is finite and grows with $k$.

Now apply a small force. If it points along the motion, $k$ grows but the speed stays at $c$: the electron does not accelerate, and its inertia along the motion is infinite. If the force points across the motion, it adds a small $\delta k$ at right angles. The velocity keeps its length and turns through the angle $\delta k/k$, so it gains the sideways component $c\,\delta k/k$. The sideways inertia is $\delta k/(c\,\delta k/k)=k/c$, the ratio of momentum to speed.

One state thus has two inertias, and momentum over speed gives the one across the motion. The band treated below has a parameter $\alpha$. When $\alpha>0$, the band is parabolic at small $k$ and approaches a constant speed at large $k$.

## Assumptions and definitions

Let $\mathbf k$ be measured from a band minimum, $k=|\mathbf k|$ and $\mathbf n=\mathbf k/k$. The energy $E$ is measured from the minimum and obeys

$$E(1+\alpha E)=\frac{k^2}{2m},\qquad m>0, \tag{1}$$

with constant $m$ and $\alpha$. The branch is the one that starts at $E=0$ when $k=0$. Define

$$s=1+2\alpha E,\qquad s>0. \tag{2}$$

For $\alpha\ge0$ the condition $s>0$ holds for every $E\ge0$. For $\alpha<0$ it restricts the energy to $E<1/(2|\alpha|)$.

The velocity is the band gradient, $\mathbf v=\nabla_{\mathbf k}E$. The momentum-over-velocity mass is $M=k/|\mathbf v|$, taken as a limit at $k=0$. The inverse-mass tensor is $W_{ij}=\partial^2E/\partial k_i\partial k_j$. The longitudinal mass $m_L$ and the transverse mass $m_T$ are the reciprocals of its components along and across $\mathbf n$.

These definitions describe inertia when a weak force $\mathbf F$ acts on an electron that stays in one band and does not scatter. Then $\dot{\mathbf k}=\mathbf F$, and the chain rule gives $\dot v_i=\sum_jW_{ij}F_j$. Corrections to the velocity from field-induced mixing of bands are left out.

**Theorem.** Under these assumptions,

$$M=ms,\qquad m_L=ms^3,\qquad m_T=ms=M.$$

## Two lemmas

**Lemma 1.** On the chosen branch, $s^2=1+2\alpha k^2/m$.

*Proof.* Square (2) and insert (1):

$$s^2=1+4\alpha E+4\alpha^2E^2=1+4\alpha E(1+\alpha E)=1+\frac{2\alpha k^2}{m}.$$

Since $s>0$, the positive root applies. For $\alpha\ne0$ it gives $E=(s-1)/(2\alpha)$, which vanishes at $k=0$ as required. For $\alpha=0$, $s=1$ and (1) is the parabolic band. $\square$

**Lemma 2.** For any smooth isotropic band $E(k)$ and $k>0$,

$$W_{ij}=E''\,n_in_j+\frac{E'}{k}\,(\delta_{ij}-n_in_j), \tag{3}$$

where primes denote derivatives with respect to $k$.

*Proof.* Since $\partial k/\partial k_i=k_i/k=n_i$, the gradient is $\partial E/\partial k_i=E'n_i$. The unit vector changes as

$$\frac{\partial n_i}{\partial k_j}=\frac{\delta_{ij}}{k}-\frac{k_i}{k^2}\,n_j=\frac{\delta_{ij}-n_in_j}{k}.$$

Differentiating the product $E'n_i$ gives $E''n_jn_i+E'(\delta_{ij}-n_in_j)/k$, which is (3). $\square$

The transverse part contains a first derivative because a sideways force turns the velocity. Its coefficient is $E'/k$, so $m_T=M$ in any isotropic band with $E'>0$. The linear band above is one instance.

## Proof of the theorem

Differentiate (1) with respect to $k$. The left side is $E+\alpha E^2$, so

$$(1+2\alpha E)E'=\frac{k}{m},\qquad\text{hence}\qquad E'=\frac{k}{ms}. \tag{4}$$

This is positive for $k>0$, so it is the speed, and $M=k/E'=ms$. The ratio tends to $m$ as $k\to0$.

Differentiate $sE'=k/m$ once more. Because $s'=2\alpha E'$,

$$sE''+2\alpha(E')^2=\frac1m.$$

Insert (4), and then use Lemma 1 in the form $2\alpha k^2/m=s^2-1$:

$$sE''=\frac1m-\frac{2\alpha k^2}{m^2s^2}
=\frac1m\left(1-\frac{s^2-1}{s^2}\right)=\frac{1}{ms^2}.$$

Therefore $E''=1/(ms^3)$. Lemma 2 now gives

$$W_{ij}=\frac{n_in_j}{ms^3}+\frac{\delta_{ij}-n_in_j}{ms}. \tag{5}$$

The reciprocals of its components are $m_L=ms^3$ and $m_T=ms$. At $k=0$, $s=1$ and the tensor is $\delta_{ij}/m$, so no direction is singled out. $\square$

**Remark 1: where the factor $s^2$ comes from.** In any isotropic band with $E'>0$, write $E'=k/M(k)$ and differentiate:

$$\frac1{m_L}=\frac1M-\frac{k}{M^2}\frac{dM}{dk}
=\frac1M\left(1-\frac{d\ln M}{d\ln k}\right). \tag{6}$$

The two masses differ because $M$ changes while the electron is accelerated. Here $M=ms$, and differentiating Lemma 1 gives $2s\,s'=4\alpha k/m$. Thus

$$\frac{d\ln M}{d\ln k}=\frac{ks'}s=\frac{2\alpha k^2}{ms^2}=1-\frac1{s^2},$$

and (6) returns $m_L=Ms^2$. Another dependence of $M$ on $k$ would generally give another ratio, so the cube law belongs to dispersion (1).

## Limits and sign of $\alpha$

For $|\alpha E|\ll1$, expansion of the cube gives

$$\frac Mm=1+2\alpha E,\qquad \frac{m_L}{m}=1+6\alpha E+O\big((\alpha E)^2\big).$$

The first expression needs no expansion. The leading correction is three times larger along the motion.

For $\alpha>0$, define $c_*=1/\sqrt{2m\alpha}$. When $s\gg1$, Lemma 1 gives $s\simeq k\sqrt{2\alpha/m}$. Then $M\simeq k\sqrt{2m\alpha}=k/c_*$, whereas $m_L$ grows as $k^3$. This is the approach to the linear band: the speed tends to $c_*$ and the longitudinal inertia diverges.

For all $k$, dividing (1) by $\alpha$ and completing the square gives

$$\left(E+\frac1{2\alpha}\right)^2=\frac{k^2}{2m\alpha}+\frac1{4\alpha^2}
=c_*^2k^2+(mc_*^2)^2,$$

because $mc_*^2=1/(2\alpha)$. This has the form of the relativistic energy law, with $c_*$ in place of the speed of light. From (4) and Lemma 1,

$$\frac{v^2}{c_*^2}=\frac{2m\alpha k^2}{m^2s^2}=\frac{s^2-1}{s^2},
\qquad s=\frac1{\sqrt{1-v^2/c_*^2}}. \tag{7}$$

The factors $s$ and $s^3$ are therefore those of transverse and longitudinal inertia in relativistic mechanics. The analogy is formal: $c_*$ is a band parameter.

For $\alpha<0$ and $k>0$, $0<s<1$ and the order is reversed: $m_L<M<m$. As $E$ approaches $1/(2|\alpha|)$, $s\to0$ and the speed $k/(ms)$ diverges. The dispersion cannot describe a physical band up to that point.

## A filled sphere

**Corollary.** Let all states with $k<k_F$ be filled at zero temperature, with the sphere inside the domain of the theorem. If a weak uniform force shifts every wave vector by the same small $\delta\mathbf k$, the mean velocity changes by $\delta\mathbf k/M_F$, where $M_F=ms_F$ is taken at the surface of the sphere.

*Proof.* To first order, the mean velocity changes by the average of $W$ times $\delta\mathbf k$. By isotropy this average is a multiple of the unit matrix, equal to one third of the mean trace. The trace of $W$ is $\nabla_{\mathbf k}\cdot\mathbf v$, so the divergence theorem gives

$$\frac{1}{3}\,\frac{\int\nabla_{\mathbf k}\cdot\mathbf v\,d^3k}{4\pi k_F^3/3}
=\frac{4\pi k_F^2v_F}{4\pi k_F^3}=\frac{v_F}{k_F}=\frac1{M_F}.\qquad\square$$

This is the mass in the free-carrier (Drude) response of independent electrons in this band. No factor $s^3$ survives, although each electron with $k>0$ has longitudinal mass $ms^3$.

## Worked example

Take $m=0.04\,m_e$, $\alpha=1.2\ \mathrm{eV^{-1}}$ and an electron at $E=0.25$ eV. Then

$$s=1+2(1.2)(0.25)=1.6,\qquad s^2=2.56,\qquad s^3=4.096,$$

$$M=m_T=0.04(1.6)\,m_e=0.064\,m_e,\qquad m_L=0.04(4.096)\,m_e=0.164\,m_e.$$

The linear estimate $1+6\alpha E=2.8$ is well below $s^3=4.096$, so the small-energy formula does not serve here.

With $\hbar$ restored, $k=\sqrt{2m(0.25)(1.3)\ \mathrm{eV}}/\hbar=0.0584\ \text{Å}^{-1}$. The limiting speed is $c_*=13.54$ Å/fs, and (7) gives

$$v=13.54\sqrt{1-1/2.56}=10.57\ \text{Å/fs}=1.06\times10^8\ \mathrm{cm/s}.$$

An independent test starts from a two-band Hamiltonian with edges at $0$ and $-E_g$, coupled by $P\,\boldsymbol\sigma\cdot\mathbf k$, where $\boldsymbol\sigma$ are the Pauli matrices. Since $(\boldsymbol\sigma\cdot\mathbf k)^2=k^2$, its eigenvalues obey $E(E+E_g)=P^2k^2$. Dividing by $E_g$ gives (1) with $\alpha=1/E_g$ and $1/(2m)=P^2/E_g$. For the example's parameters, $E_g=0.833$ eV. Numerical diagonalization at this $k$ along $(1,2,2)/3$, followed by finite differences of the energy, gave $M=0.064$, $m_L=0.16384$ and $m_T=0.064$, all in $m_e$. These agree with the theorem to the digits shown.

### A force pulse

Let a field of 0.01 MV/cm act for 10 fs, with the force directed either along or across the motion. The wave number changes by $\delta k=0.001519\ \text{Å}^{-1}$, which is 2.60% of $k$. Since $v=k/M$, the linear response across the motion is

$$\delta v_T=\frac{\delta k}{M}=v\,\frac{\delta k}{k}=10.57(0.0260)=0.275\ \text{Å/fs}.$$

Along the motion it is smaller by $s^2$:

$$\delta v_L=\frac{0.275}{2.56}=0.107\ \text{Å/fs}.$$

Band velocities computed before and after the full pulse give 0.2748 and 0.1048 Å/fs. The longitudinal value is 2.34% below its linear estimate because $m_L$ rises during the pulse. Remark 1 gives $d\ln(1/m_L)/d\ln k=-3(1-1/s^2)=-1.83$. The average change over the pulse is half the final change, so the expected leading shift is $-1.83(0.0260)/2=-2.4\%$.

These figures leave out band mixing, which matters if the field is switched abruptly. In the two-band Hamiltonian above, a 10 fs pulse with sharp edges leaves the velocity component along the force oscillating about the band value by 6 to 7% of the velocity change, more than the shift just found. After the forward pulse a sideways oscillation, which depends on the spin state, can bring the full amplitude to 11%. The amplitude is sensitive to the duration: for forward pulses of 9 to 11 fs it ranges from below 1% to about 15%. A smooth pulse ($\sin^2$ in time) with the same impulse, lasting 20 fs, reduces the oscillation to about 0.1% along the force and at most about 0.2% in full.

The forward pulse also raises the energy. A field of 0.01 MV/cm exerts a force of $10^{-4}$ eV/Å, and the electron travels about 106 Å in 10 fs, so the gain is about 0.0106 eV.

## Where the model stops

**The bare kinetic term.** The two-band Hamiltonian above omits the free-electron energy $k^2/2$. Add it to both bands, keeping the gap, the edge mass $m$ and $k$ fixed. The two-band part must then have edge mass $\mu$ with $1/\mu=1/m-1$, in units of $1/m_e$. With $s_\mu^2=1+2\alpha k^2/\mu$, the theorem applies to that part alone, and the added term contributes 1 to each inverse mass:

$$\frac1M=1+\frac1{\mu s_\mu},\qquad \frac1{m_L}=1+\frac1{\mu s_\mu^3}.$$

The sums no longer obey the cube law. Numerically, $M$ becomes $0.0618\,m_e$ and $m_L$ becomes $0.141\,m_e$. The latter is 14% below the theorem's value; $M$ falls by 3.5%. Much of this is a change of nonparabolicity: the $k^4$ term of the energy is now $-\alpha k^4/(4\mu^2)$, and $m/\mu=1-m$, so at fixed gap the effective $\alpha$ drops to $\alpha(1-m)^2=1.11\ \mathrm{eV^{-1}}$. If the gap is lowered to 0.768 eV to restore $1.2\ \mathrm{eV^{-1}}$, $m_L$ falls by 8% and $M$ by 1%. The departure from the cube law itself is smaller: at fixed gap $m(M/m)^3=0.147\,m_e$, and $m_L$ lies 4% below that.

**Direction and temperature.** To gauge the scale of warping, replace $k^2/2$ in (1) by $\sum_i[1-\cos(k_ia)]/a^2$ with $a=6$ Å, holding $m$, $\alpha$ and $k$ fixed. The longitudinal mass becomes about $0.18\,m_e$ along a cube axis and $0.17\,m_e$ along a cube diagonal. Both exceed $0.164\,m_e$, so part of the change is common to all directions; the warping is the 7% spread between them. That spread is set by the arbitrary choice of $a$ (2% for $a=3$ Å, 14% for $a=8$ Å), so it is no estimate for a real crystal, where warping depends on the other bands. At 300 K, $k_BT=0.0259$ eV. Moving the electron's energy down or up by this amount changes $m_L$ to $0.146$ or $0.184\,m_e$, which is 11% below or 12% above its value at $E$.

**Occupation and scattering.** At a carrier density of $10^{17}\ \mathrm{cm^{-3}}$ and 300 K, the equilibrium occupation at $E$ is $3\times10^{-5}$, so Pauli blocking there is negligible. Filling the band up to $E$ at zero temperature would take $6.7\times10^{18}\ \mathrm{cm^{-3}}$. With a rough scattering lifetime of 100 fs, a fraction $1-e^{-0.1}=9.5\%$ of electrons scatter during the pulse. If a satellite valley lies roughly 0.5 eV above the band edge, the electron is still 0.24 eV below it after the forward pulse.

**Tunnelling.** Inside the gap, $k=i\kappa$ with $\kappa^2=-2mE(1+\alpha E)$. In a uniform field $dx=dE/F$, and the semiclassical tunnelling probability is $e^{-B}$ with $B=2\int\kappa\,dx$. Setting $u=-\alpha E$,

$$B=\frac{2\sqrt{2m}}{F\alpha^{3/2}}\int_0^1\sqrt{u(1-u)}\,du
=\frac{\pi\sqrt{2m}}{4F\alpha^{3/2}},$$

because the integral is the area $\pi/8$ of a half-disk of radius $1/2$. Here $B=612$, so interband tunnelling is negligible at this field.

**Comparison with a transistor channel.** The chosen $m$ and $\alpha$ are rough values for the lowest conduction valley of InGaAs, a channel material for fast transistors. The real valley follows (1) only approximately: a Kane dispersion that includes the spin-orbit split-off band and a remote-band correction, with typical parameters for this alloy, puts $m_L$ at 0.25 eV roughly 20% above $m(M/m)^3$. The cube law gives the trend there, not the digits. An energy of 0.25 eV is nearly ten times $k_BT$ at 300 K, so the example describes a hot electron. The field is low for a short channel, where roughly 0.1 MV/cm or more can occur. At 0.1 MV/cm the same 10 fs pulse would change $k$ by 26%, and the leading estimate above would put the longitudinal response about 24% below its linear value; band velocities before and after the pulse give 20%. The changing mass must then be followed along the path. Heavily doped contacts can hold around $10^{19}\ \mathrm{cm^{-3}}$, above the filling density just found, so the dilute-carrier assumption fails there. For the collective response of such a contact, the corollary selects $M_F$, within the same isotropic band and at zero temperature.

The remaining digits are in the numerical output below.

## Table of computed values

```
INPUTS
band-edge mass: 0.04 m_e
alpha: 1.2 1/eV
electron energy: 0.25 eV
field: 0.01 MV/cm
pulse duration: 10 fs
STATE AND MASSES
s: 1.6
s squared: 2.56
s cubed: 4.096
wave number: 0.058413 1/angstrom
speed: 10.566 angstrom/fs
speed, converted: 1.0566e+08 cm/s
limiting speed: 13.536 angstrom/fs
momentum/velocity mass, numerical: 0.064 m_e
momentum/velocity mass, formula: 0.064 m_e
longitudinal mass, numerical: 0.16384 m_e
longitudinal mass, formula: 0.16384 m_e
transverse mass, numerical: 0.064 m_e
filled-sphere Drude mass, numerical: 0.064 m_e
FORCE PULSE
wave-number change: 0.0015193 1/angstrom
speed change along k, linear: 0.10735 angstrom/fs
speed change along k, finite: 0.10484 angstrom/fs
velocity change across k, linear: 0.27482 angstrom/fs
velocity change across k, finite: 0.27476 angstrom/fs
finite-pulse shift along k: -2.34 %
energy gain along k: 0.01062 eV
NEGLECTED EFFECTS
gap implied by two-band model: 0.8333 eV
momentum/velocity mass with bare term: 0.06178 m_e
longitudinal mass with bare term: 0.1412 m_e
bare-term shift of longitudinal mass: -13.8 %
warping model period: 6 angstrom
warped longitudinal mass along 100: 0.1819 m_e
warped longitudinal mass along 111: 0.1695 m_e
temperature: 300 K
thermal energy: 0.02585 eV
longitudinal mass at E - kT: 0.1455 m_e
longitudinal mass at E + kT: 0.1836 m_e
chosen carrier density: 1e+17 1/cm3
chemical potential from band edge: -0.0171 eV
thermal occupation at E: 3.25e-05
density of sphere filled to E: 6.73e+18 1/cm3
tunnelling exponent: 612.2
log10 tunnelling probability: -265.9
rough scattering lifetime: 100 fs
fraction scattered during pulse: 9.52 %
rough satellite-valley energy: 0.5 eV
satellite headroom after pulse: 0.239 eV
```
